# The Kleinman–Bylander energy and cosine, and how they are related, part 1

(Sections cited here and not found follow in the second part.)

## First half: the definitions and the relation

Q: You propose to describe part of a pseudopotential by one energy, the mean of $\delta V^2$ divided by the mean of $\delta V$. Before I object to the ratio, what is $\delta V$, and over what is the mean taken?

A: Start from a semilocal pseudopotential. It is a function of the radius $r$, but a different function $V_l(r)$ for each angular momentum $l$. Choose one function $V_{\rm loc}(r)$ to act on all angular momenta alike. What remains in channel $l$ is
$$\delta V(r)=V_l(r)-V_{\rm loc}(r).$$
I take $\delta V$ to be real and short-ranged, which requires $V_{\rm loc}$ to have the same long-range tail as $V_l$.

The mean is taken in a reference state: a bound orbital $\varphi$ of the atom, computed with the semilocal potential. I keep $l$ and the magnetic quantum number fixed and write
$$\varphi(\mathbf r)=\frac{u(r)}{r}\,Y(\hat{\mathbf r}),\qquad \int_0^\infty u^2\,dr=1,$$
with $u$ real and $Y$ a normalized spherical harmonic. For any function $f(r)$,
$$\langle f\rangle=\langle\varphi|f|\varphi\rangle=\int_0^\infty r^2\,\frac{u^2}{r^2}\,f\,dr\int|Y|^2\,d\Omega=\int_0^\infty u^2f\,dr .$$
The angular integral is 1, so every mean below is a radial integral with weight $u^2$.

Q: "The mean of $\delta V$ squared" can be read in two ways.

A: It means $\langle\delta V^2\rangle$: square first, then average. With the other reading the ratio would be $\langle\delta V\rangle^2/\langle\delta V\rangle=\langle\delta V\rangle$, and nothing new would have been defined. I shall use the symbols
$$\bar v=\langle\delta V\rangle,\qquad s=\sqrt{\langle\delta V^2\rangle}>0 .$$
Both are energies. The mean $\bar v$ may have either sign; the root mean square $s$ is positive unless $\delta V\varphi$ vanishes everywhere, in which case there is nothing to represent. The Kleinman–Bylander energy is then
$$E_{\rm KB}=\frac{\langle\delta V^2\rangle}{\langle\delta V\rangle}=\frac{s^2}{\bar v},\qquad \bar v\neq0 .$$

Q: I can form many ratios of moments. Why should this one matter?

A: Because it is the strength of a particular operator. The semilocal term is awkward in a basis: its matrix element between functions $f$ and $g$ is a separate radial integral for every pair. Kleinman and Bylander replace $\delta V$ in the channel by
$$V_{\rm KB}=\frac{|\delta V\varphi\rangle\langle\delta V\varphi|}{\langle\varphi|\delta V|\varphi\rangle}.$$
Here $|\delta V\varphi\rangle$ is the function $\delta V(r)\varphi(\mathbf r)$. The matrix element is now a product,
$$\langle f|V_{\rm KB}|g\rangle=\frac{\langle f|\delta V\varphi\rangle\langle\delta V\varphi|g\rangle}{\bar v},$$
so a basis of $N$ functions needs $N$ overlaps with $\delta V\varphi$ in place of one integral per pair.

Q: You have replaced a potential by a different operator. What entitles you to do that?

A: The two agree on the reference state. Let $V_{\rm KB}$ act on $\varphi$:
$$V_{\rm KB}|\varphi\rangle=|\delta V\varphi\rangle\,\frac{\langle\delta V\varphi|\varphi\rangle}{\bar v}.$$
Since $\delta V$ is real, $\langle\delta V\varphi|\varphi\rangle=\langle\varphi|\delta V|\varphi\rangle=\bar v$. The fraction is 1, and
$$V_{\rm KB}|\varphi\rangle=|\delta V\varphi\rangle .$$
Let $T$ be the kinetic energy and $\varepsilon$ the reference level, so that $(T+V_{\rm loc}+\delta V)\varphi=\varepsilon\varphi$. Replacing $\delta V\varphi$ by $V_{\rm KB}\varphi$ changes nothing in this equation, hence
$$(T+V_{\rm loc}+V_{\rm KB})\varphi=\varepsilon\varphi .$$
The same orbital is an eigenfunction with the same eigenvalue.

Q: And for a function other than $\varphi$?

A: In general the operators differ. Take a function $f$ in the channel that is orthogonal to $\delta V\varphi$. Then $V_{\rm KB}f=0$, while $\delta V f$ need not vanish. The argument also does not say that $\varepsilon$ keeps its place in the ordering of levels. It says that $\varepsilon$ is a level.

Q: I still see no energy $E_{\rm KB}$ in the operator. Its denominator is $\bar v$.

A: That is because $\delta V\varphi$ is not normalized. Its squared norm is
$$\langle\delta V\varphi|\delta V\varphi\rangle=\langle\varphi|\delta V^2|\varphi\rangle=s^2 .$$
Define the normalized function
$$\chi=\frac{\delta V\varphi}{s},\qquad\langle\chi|\chi\rangle=1 .$$
Now put $|\delta V\varphi\rangle=s|\chi\rangle$ in both places:
$$V_{\rm KB}=\frac{s|\chi\rangle\,s\langle\chi|}{\bar v}=|\chi\rangle\frac{s^2}{\bar v}\langle\chi|=|\chi\rangle E_{\rm KB}\langle\chi| .$$
The ratio you questioned is what is left when the function carries no magnitude of its own. Acting on $\chi$, the operator gives $E_{\rm KB}\chi$; acting on anything orthogonal to $\chi$, it gives zero. So $E_{\rm KB}$ is the one nonzero eigenvalue of $V_{\rm KB}$ at fixed magnetic quantum number. For the whole channel one adds the $2l+1$ terms with different spherical harmonics, and all have the same $E_{\rm KB}$ because the radial integrals are the same.

Q: Then $E_{\rm KB}$ is the energy that the nonlocal potential contributes to the orbital.

A: No. It is the expectation value of $V_{\rm KB}$ in $\chi$, not in $\varphi$. In $\varphi$ the expectation value is
$$\langle\varphi|V_{\rm KB}|\varphi\rangle=\langle\varphi|\delta V\varphi\rangle=\bar v .$$
To connect $\bar v$ with $E_{\rm KB}$ we need to know how much of $\varphi$ lies along $\chi$.

Q: That must be your cosine. But a projector is an operator, and I do not know the angle between a function and an operator.

A: The word is used for two things. The operator $|\chi\rangle\langle\chi|$ is a projector in the strict sense; the function $\chi$ is called the projector function, or the projector for short. The angle is between the functions $\varphi$ and $\chi$. For two real vectors the cosine is the scalar product divided by the two lengths, and the same definition serves here:
$$C_{\rm KB}=\frac{\langle\varphi|\chi\rangle}{\sqrt{\langle\varphi|\varphi\rangle\langle\chi|\chi\rangle}}=\langle\varphi|\chi\rangle .$$
Both lengths are 1. The overlap is real because the radial functions are real and the angular factors combine to $|Y|^2$. Insert the definition of $\chi$:
$$C_{\rm KB}=\frac{\langle\varphi|\delta V|\varphi\rangle}{s}=\frac{\bar v}{s}=\frac{\langle\delta V\rangle}{\sqrt{\langle\delta V^2\rangle}} .$$
This is a pure number.

Q: You may call any ratio a cosine. Show me that its magnitude cannot exceed 1.

A: The mean of a square is not negative. Apply this to the deviation of $\delta V$ from its mean:
$$0\le\langle(\delta V-\bar v)^2\rangle=\langle\delta V^2\rangle-2\bar v\langle\delta V\rangle+\bar v^2\langle1\rangle .$$
With $\langle\delta V\rangle=\bar v$ and $\langle1\rangle=1$ the right side is $s^2-2\bar v^2+\bar v^2=s^2-\bar v^2$. Therefore $\bar v^2\le s^2$, and
$$|C_{\rm KB}|=\frac{|\bar v|}{s}\le1 .$$
Equality requires $\delta V=\bar v$ wherever $\varphi$ is nonzero. Then $\delta V\varphi$ is a multiple of $\varphi$, and the two functions are parallel or antiparallel.

Q: So we have an energy and an angle built from the same two moments. How are they related?

A: Multiply them:
$$E_{\rm KB}C_{\rm KB}=\frac{s^2}{\bar v}\,\frac{\bar v}{s}=s .$$
Multiply by the cosine once more, using $C_{\rm KB}=\bar v/s$:
$$E_{\rm KB}C_{\rm KB}^2=s\,\frac{\bar v}{s}=\bar v .$$
Written for the energy, the relation is
$$E_{\rm KB}=\frac{\langle\delta V^2\rangle^{1/2}}{C_{\rm KB}}=\frac{\langle\delta V\rangle}{C_{\rm KB}^2} .$$
The second product answers the earlier question about the orbital. The expectation value in $\varphi$ is the strength $E_{\rm KB}$ times the squared component of $\varphi$ along $\chi$.

Q: This is cancellation of symbols. Is there a reason why the strength should be divided by the cosine?

A: Yes, and it follows from asking for the operator without knowing its form. Suppose we want a Hermitian operator with a single nonzero eigenvalue, $W=|\eta\rangle\lambda\langle\eta|$, with $\eta$ normalized and $\lambda$ real, and require $W\varphi=\delta V\varphi$. This reads
$$\lambda\,\langle\eta|\varphi\rangle\,|\eta\rangle=s\,|\chi\rangle .$$
The left side is a multiple of $\eta$ and the right side is a nonzero multiple of $\chi$, so $\eta$ equals $\chi$ up to a phase. The phase cancels in $|\eta\rangle\langle\eta|$, and we may set $\eta=\chi$. Comparing the coefficients gives
$$\lambda\,C_{\rm KB}=s,\qquad\lambda=\frac{s}{C_{\rm KB}}=E_{\rm KB}.$$
The operator sees only the component $C_{\rm KB}$ of the orbital. From that component it must produce a function of length $s$. The smaller the component, the greater the strength that is needed for a given $s$. The argument also shows that $V_{\rm KB}$ is the one operator of this kind that reproduces the action of $\delta V$ on $\varphi$.

Q: What about signs? A length is positive, but $\delta V$ may be attractive.

A: If $\bar v<0$, then $E_{\rm KB}=s^2/\bar v<0$ and $C_{\rm KB}=\bar v/s<0$. The two have the same sign, and their product is the positive number $s$. This depends on the convention that $\chi$ is $+\delta V\varphi/s$. If one used $-\chi$, the operator and $E_{\rm KB}$ would be unchanged, the cosine would change sign, and the first product would become $-s$. The second product contains the square of the cosine and does not depend on that choice.

Q: And the normalization of $\varphi$? I may have an orbital with some other norm.

A: Replace $\varphi$ by $c\varphi$ with a real $c\neq0$, and take both moments as plain integrals. Each acquires a factor $c^2$, so
$$\frac{c^2\langle\delta V^2\rangle}{c^2\langle\delta V\rangle}=E_{\rm KB}$$
is unchanged. The ratio $\langle\delta V\rangle/\langle\delta V^2\rangle^{1/2}$, however, acquires $c^2/|c|=|c|$. It is a cosine only after division by the norm $|c|$ of the orbital. The energy therefore tolerates an unnormalized orbital, and the short formula for the cosine does not.

Q: Did you use norm conservation anywhere?

A: No. Norm conservation concerns how $V_l$ is made and how well it scatters electrons away from the reference energy. The relation needs a normalized orbital, a real $\delta V$, finite moments and $\bar v\neq0$.

Q: Give me numbers, and do not obtain them by inserting one formula into another.

A: Take hartree atomic units, $l=0$, and a model with round parameters that stands for no particular element:
$$V_{\rm loc}=-\frac{\operatorname{erf}(r)}{r},\qquad\delta V=A\,e^{-ar^2},\qquad A=2\ \text{hartree},\quad a=1\ \text{bohr}^{-2}.$$
The lowest semilocal level is $\varepsilon=-0.21645$ hartree. Quadrature with its orbital gives $\bar v=0.04805$ hartree and $\langle\delta V^2\rangle=0.03064$ hartree$^2$, hence $s=0.17504$ hartree. The definitions predict
$$E_{\rm KB}=\frac{0.03064}{0.04805}=0.638\ \text{hartree},\qquad C_{\rm KB}=\frac{0.04805}{0.17504}=0.2745 .$$
Separately, the matrix of $V_{\rm KB}$ was diagonalized on a radial grid. Its nonzero eigenvalue is 0.6376 hartree, or 17.35 eV, and the overlap of its eigenvector with the orbital is 0.2745. These two numbers come from the operator on the grid, whose denominator $\bar v$ is a grid sum, and not from the quadrature used for the moments above. Because the matrix has rank one, its eigenvalue and overlap are the same two ratios formed from grid sums, so the agreement tests the grid against the quadrature and confirms the normalization of $\chi$; the relation itself rests on the algebra above. They satisfy
$$0.6376\times0.2745=0.1750,\qquad0.6376\times0.2745^2=0.0480$$
in hartree, which are $s$ and $\bar v$ to the accuracy of the rounded factors. The program asserts both products with unrounded values. It also diagonalizes $T+V_{\rm loc}+V_{\rm KB}$ and finds the reference level and orbital again, with no level below it in this example.

## Second half: what a small cosine does and does not imply

The symbols carried over are these. In one angular channel, $\delta V=V_l-V_{\rm loc}$ and $\varphi$ is the normalized reference orbital with radial function $u$. Means are $\langle f\rangle=\int u^2f\,dr$, with $\bar v=\langle\delta V\rangle$ and $s=\langle\delta V^2\rangle^{1/2}$. The normalized projector function is $\chi=\delta V\varphi/s$, and $V_{\rm KB}=|\chi\rangle E_{\rm KB}\langle\chi|$ obeys $V_{\rm KB}\varphi=\delta V\varphi$. The results are
$$E_{\rm KB}=\frac{s^2}{\bar v},\qquad C_{\rm KB}=\frac{\bar v}{s},\qquad E_{\rm KB}C_{\rm KB}=s,\qquad E_{\rm KB}C_{\rm KB}^2=\bar v,\qquad|C_{\rm KB}|\le1 .$$

This part has defined the Kleinman–Bylander energy and cosine, derived the relations $E_{\rm KB}C_{\rm KB}=s$ and $E_{\rm KB}C_{\rm KB}^2=\bar v$, and checked them numerically in a model. It remains to see what sets the angle, and what a small cosine does and does not imply about the strength of the separable term.
